# Direct perturbation theory for the Dirac equation and hydrogenic levels

An electron of mass $m$ moves in a fixed potential energy $V(r)$. Its bound states obey the Dirac equation, with the energy $E$ counted from the rest energy $mc^2$. In terms of the upper and lower two-component spinors $\varphi$ and $\eta$,

$$V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=E\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2mc^2)\eta=E\eta .$$

The problem is to find the leading relativistic change of a nonrelativistic level. SI units are used. When $c$ is varied, $V$ is held fixed; for a point nucleus of charge $Ze$ this means that $k=Ze^2/(4\pi\varepsilon_0)$ in $V=-k/r$ is held fixed.

## (a) A form with a finite nonrelativistic limit

**Rescale the lower spinor so that no positive power of $c$ remains, and find the limit $c\to\infty$ for an electronic bound state.**

**Solution.** Put $\eta=X/c$. The first equation loses its factor $c$. The second, divided by $c$, becomes $\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V/c^2-2m)X=EX/c^2$. Together,

$$\begin{pmatrix}V&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-2m+V/c^2\end{pmatrix}\begin{pmatrix}\varphi\\X\end{pmatrix}=E\begin{pmatrix}1&0\\0&1/c^2\end{pmatrix}\begin{pmatrix}\varphi\\X\end{pmatrix}.\tag{1}$$

The matrix on the right is the metric: the norm of the state is $\langle\varphi|\varphi\rangle+\langle X|X\rangle/c^2$. The parameter $1/c^2$ enters through the metric and through the potential acting on $X$.

For an electronic state $E$ stays finite as $c\to\infty$. Denoting limits by a subscript 0, we obtain

$$(V-E_0)\varphi_0+\boldsymbol\sigma\cdot\mathbf p\,X_0=0,\qquad X_0=\frac{\boldsymbol\sigma\cdot\mathbf p\,\varphi_0}{2m}.\tag{2}$$

Because the components of $\mathbf p$ commute, $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. Inserting $X_0$ into the first equation gives the Schrödinger equation $(p^2/2m+V)\varphi_0=E_0\varphi_0$. Thus $X_0$ does not vanish in the limit; its weight in the norm does. States with $E$ near $-2mc^2$ have no finite limit and are outside this treatment.

## (b) The first-order energy

**Find the term of order $1/c^2$ in $E$ without calculating a first-order wavefunction. What changes if $E_0$ is degenerate?**

**Solution.** Take the inner product of the first line of (1) with $\varphi_0$, and of the second with $X_0$:

$$\langle\varphi_0|V-E|\varphi\rangle+\langle\varphi_0|\boldsymbol\sigma\cdot\mathbf p\,X\rangle=0,$$

$$\langle X_0|\boldsymbol\sigma\cdot\mathbf p\,\varphi\rangle-2m\langle X_0|X\rangle+\frac1{c^2}\langle X_0|V-E|X\rangle=0.$$

Assume that the integrals converge and that $\boldsymbol\sigma\cdot\mathbf p$ can be moved to the left factor without a surface term. Part (c) examines this for a point nucleus. Equation (2) then gives

$$\langle\varphi_0|\boldsymbol\sigma\cdot\mathbf p\,X\rangle=2m\langle X_0|X\rangle,\qquad
\langle X_0|\boldsymbol\sigma\cdot\mathbf p\,\varphi\rangle=\langle\varphi_0|E_0-V|\varphi\rangle .$$

On adding the two projected equations, the terms with $2m$ and those with $V$ between $\varphi_0$ and $\varphi$ cancel:

$$E-E_0=\frac{\langle X_0|V-E|X\rangle}{c^2\langle\varphi_0|\varphi\rangle}.\tag{3}$$

No expansion has been made so far. Now normalize $\langle\varphi_0|\varphi_0\rangle=1$ and let $\varphi\to\varphi_0$, $X\to X_0$, $E\to E_0$ on the right, assuming that the matrix elements converge to their limits. The leading term is

$$E_1=\frac{\langle X_0|V-E_0|X_0\rangle}{c^2}.\tag{4}$$

If the solution can be expanded in powers of $1/c^2$, the next correction is of order $c^{-4}$.

Equation (4) is a mean over the small component, but not a normalized one. To leading order, the weight of that component in the norm is

$$w=\frac{\langle X_0|X_0\rangle}{c^2}=\frac{\langle p^2\rangle}{4m^2c^2}=\frac{\langle p^2/2m\rangle}{2mc^2},$$

and $E_1$ is $w$ times the normalized mean of $V-E_0$. The part with $V$ is, to the same order, the potential energy of the small component. The part $-E_0w$ comes from the metric.

If $E_0$ is degenerate, with orthonormal states $\varphi_{0j}$, the limit of $\varphi$ is some combination $\sum_ja_j\varphi_{0j}$. Equation (3), multiplied by its denominator and used with each $\varphi_{0i}$ in turn, becomes

$$\frac1{c^2}\sum_j\langle X_{0i}|V-E_0|X_{0j}\rangle a_j=E_1a_i .$$

This matrix must be diagonalized. In a central potential it has no elements between states of different $j$, $m_j$ or parity. These labels separate all states of one hydrogenic level $n$, so (4) can be used for each.

## (c) Reduction to a radial integral

**Evaluate (4) for a central-field state, and examine the assumptions of part (b) at a point nucleus.**

**Solution.** Write $\varphi_0=(P/r)\Omega_\kappa$, where $\Omega_\kappa$ is a normalized spin-angular function and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-\hbar(\kappa+1)\Omega_\kappa$. Since $\hbar\,\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-\tfrac34\hbar^2$, the value of $\boldsymbol\sigma\cdot\mathbf L$ is $\hbar l$ for $j=l+\frac12$ and $-\hbar(l+1)$ for $j=l-\frac12$. Hence $\kappa=-(l+1)$ or $\kappa=l$, respectively. In both cases $|\kappa|=j+\frac12$.

With $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$ and $\sigma_r^2=1$, the product rule for Pauli matrices gives

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)=\sigma_r\left(-i\hbar\frac{\partial}{\partial r}+\frac ir\boldsymbol\sigma\cdot\mathbf L\right).$$

Define $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$. It is normalized and has the same $j$ but opposite parity, hence the quantum number $-\kappa$. Then

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\Omega_\kappa
=i\hbar\left[\left(\frac Pr\right)'+\frac{\kappa+1}{r}\frac Pr\right]\Omega_{-\kappa}
=\frac{i\hbar}{r}\left(P'+\frac{\kappa P}{r}\right)\Omega_{-\kappa},$$

because $(P/r)'=P'/r-P/r^2$. Dividing by $2m$ and inserting the result in (4), we find

$$E_1=\frac{\hbar^2}{4m^2c^2}\int_0^\infty(V-E_0)\left(P'+\frac{\kappa P}{r}\right)^2dr.\tag{5}$$

For the full problem write $\varphi=(P/r)\Omega_\kappa$ and $X=i(Q/r)\Omega_{-\kappa}$. The same rule turns (1) into

$$(V-E)P+\hbar\left(-Q'+\frac{\kappa Q}{r}\right)=0,\qquad
\hbar\left(P'+\frac{\kappa P}{r}\right)-2mQ+\frac{V-E}{c^2}Q=0.\tag{6}$$

Near a point nucleus try $P=ar^\gamma$, $Q=br^\gamma$. The leading terms require $-ka+\hbar(\kappa-\gamma)b=0$ and $\hbar(\kappa+\gamma)a-(k/c^2)b=0$. A nonzero solution needs $\gamma^2=\kappa^2-(Z\alpha)^2$, where $Z\alpha=k/(\hbar c)$. For $Z\alpha<1$ we take the positive root.

The nonrelativistic functions behave as $P_0\sim r^{l+1}$ and $Q_0\sim r^l$ for $\kappa=l\ge1$. For $\kappa=-(l+1)$ the leading terms of $P_0'+\kappa P_0/r$ cancel, leaving $Q_0\sim r^{l+1}$. So $Q_0$ vanishes at least as fast as $r$. The surface terms $P_0Q$ and $Q_0P$ vanish at the origin, and $Q_0Q/r$ is integrable there. The point singularity therefore does not spoil (3) or (4).

## (d) The Coulomb integrals

**For $V=-k/r$, reduce (5) to $\langle1/r\rangle$ and $\langle1/r^2\rangle$ of the Schrödinger state, and find these two means.**

**Solution.** Use the length $a=\hbar^2/(mk)$, the energy $U=k/a$, and

$$\rho=\frac ra,\qquad \varepsilon_0=\frac{E_0}{U},\qquad x=(Z\alpha)^2,\qquad q=\frac12\left(P'+\frac{\kappa P}{\rho}\right).$$

From here primes mean $d/d\rho$, integrals run over $\rho$ from 0 to $\infty$, and $\int P^2d\rho=1$. The prefactor in (5) becomes $\hbar^2U/(m^2c^2a^2)=xU$, so

$$\frac{E_1}{xU}=-\varepsilon_0\int q^2d\rho-\int\frac{q^2}{\rho}d\rho.\tag{7}$$

The definition of $q$ and the limit of the first equation in (6) are

$$P'=-\frac{\kappa P}{\rho}+2q,\qquad q'=\frac{\kappa q}{\rho}-\left(\varepsilon_0+\frac1\rho\right)P.\tag{8}$$

They give four derivatives:

$$(P^2)'=-\frac{2\kappa P^2}{\rho}+4Pq,$$

$$\left(\frac{P^2}{\rho}\right)'=-\frac{(2\kappa+1)P^2}{\rho^2}+\frac{4Pq}{\rho},$$

$$(q^2)'=\frac{2\kappa q^2}{\rho}-2\varepsilon_0Pq-\frac{2Pq}{\rho},$$

$$(Pq)'=2q^2-\left(\varepsilon_0+\frac1\rho\right)P^2 .$$

All four functions on the left vanish at both ends, so each right-hand side integrates to zero. The first two give

$$\int Pq\,d\rho=\frac\kappa2\langle\rho^{-1}\rangle,\qquad \int\frac{Pq}{\rho}d\rho=\frac{2\kappa+1}{4}\langle\rho^{-2}\rangle .$$

With these, the third and fourth give

$$\int\frac{q^2}{\rho}d\rho=\frac{\varepsilon_0}{2}\langle\rho^{-1}\rangle+\frac{2\kappa+1}{4\kappa}\langle\rho^{-2}\rangle,\qquad
\int q^2d\rho=\frac{\varepsilon_0+\langle\rho^{-1}\rangle}{2}.\tag{9}$$

To find the two means, consider the radial Schrödinger equation with a variable attraction $g$ and real $l\ge0$:

$$-\frac12P''+\frac{l(l+1)}{2\rho^2}P-\frac g\rho P=\varepsilon P.$$

Put $\varepsilon=-\lambda^2/2$ and $P=e^{-\lambda\rho}\sum_ic_i\rho^{i+l+1}$. Comparing the coefficients of $\rho^{i+l}$ gives

$$(i+1)(i+2l+2)c_{i+1}=2[\lambda(i+l+1)-g]c_i.$$

An endless series has $c_{i+1}/c_i\to2\lambda/i$ at large $i$ and grows like $e^{2\lambda\rho}$ times a power of $\rho$, which is not normalizable after multiplication by $e^{-\lambda\rho}$. The series must end at some $i=n_r$. Thus $\lambda=g/n$ and $\varepsilon=-g^2/(2n^2)$, with $n=n_r+l+1$.

For a normalized eigenstate of a Hermitian operator, the derivative of the eigenvalue with respect to a parameter is the mean of the derivative of the operator. Differentiation with respect to $g$ gives $-\langle\rho^{-1}\rangle=-g/n^2$. Differentiation with respect to $l$ at fixed $n_r$ gives $(l+\frac12)\langle\rho^{-2}\rangle=g^2/n^3$; for $l=0$ the derivative is taken from above. At $g=1$,

$$\varepsilon_0=-\frac1{2n^2},\qquad\langle\rho^{-1}\rangle=\frac1{n^2},\qquad\langle\rho^{-2}\rangle=\frac{2}{n^3(2l+1)}.\tag{10}$$

## (e) The hydrogenic shift

**Assemble $E_1$, and compare it with the exact ground-state energy of the Dirac-Coulomb problem.**

**Solution.** For both signs of $\kappa$, $(2\kappa+1)/\kappa=(2l+1)/|\kappa|$. Inserting (10) in (9) gives

$$\int q^2d\rho=\frac1{4n^2},\qquad\int\frac{q^2}{\rho}d\rho=\frac1{2n^3|\kappa|}-\frac1{4n^4}.$$

Equation (7) then becomes

$$\frac{E_1}{xU}=\frac1{8n^4}-\frac1{2n^3|\kappa|}+\frac1{4n^4}=-\frac1{2n^4}\left(\frac n{|\kappa|}-\frac34\right).$$

Since $U=mk^2/\hbar^2=(Z\alpha)^2mc^2$,

$$E_1=-\frac{(Z\alpha)^4mc^2}{2n^4}\left(\frac n{j+\frac12}-\frac34\right).\tag{11}$$

Relative to $E_0=-U/(2n^2)$ this is of order $(Z\alpha)^2$, which is the hydrogenic $\alpha^2$ term. Because $j+\frac12\le n$, every level is lowered. Levels with equal $n$ and $j$ remain degenerate at this order.

For the ground state, (6) in scaled form is solved with $\kappa=-1$ by $P=\rho^\gamma e^{-\rho}$ and $q=\varepsilon P$, where $q$ now denotes the scaled $Q$ and $\gamma=\sqrt{1-x}$. The first equation requires $-1/\rho-\varepsilon+\varepsilon[1-(\gamma+1)/\rho]=0$, hence $\varepsilon=-1/(1+\gamma)$. The second requires

$$\frac{\gamma-1-x\varepsilon}{\rho}-1-2\varepsilon-x\varepsilon^2=0.$$

With $x=(1-\gamma)(1+\gamma)$ both the $1/\rho$ term and the constant vanish. Expansion gives

$$\frac EU=-\frac1{1+\sqrt{1-x}}=-\frac12-\frac x8-\frac{x^2}{16}-\dots$$

The term $-x/8$ is (11) for $n=|\kappa|=1$. The remainder starts with $-x^2U/16$, of order $c^{-4}$. The expansion loses its usefulness as $Z\alpha$ approaches 1, where the square root has its branch point.

## (f) Where a contact term would arise

**Integrate (5) by parts for the Coulomb potential until only $P$ remains. Where does a density at the nucleus appear?**

**Solution.** Let $v=-1/\rho$. Replace one factor $q$ by its definition and integrate the term with $P'$ by parts. The surface term $(v-\varepsilon_0)qP$ vanishes, and

$$\int(v-\varepsilon_0)q^2d\rho=-\frac12\int v'Pq\,d\rho-\frac12\int(v-\varepsilon_0)P\left(q'-\frac{\kappa q}{\rho}\right)d\rho.$$

By (8), the last bracket is $(v-\varepsilon_0)P$. In the first term $v'=1/\rho^2$, and

$$\frac{Pq}{\rho^2}=\frac12\left(\frac{PP'}{\rho^2}+\frac{\kappa P^2}{\rho^3}\right)=\frac12\left[\left(\frac{P^2}{2\rho^2}\right)'+\frac{(1+\kappa)P^2}{\rho^3}\right].$$

With $R=P/\rho$ this yields

$$\frac{E_1}{xU}=-\frac12\langle(v-\varepsilon_0)^2\rangle+\frac{R(0)^2}{8}-\frac{1+\kappa}{4}\langle\rho^{-3}\rangle .$$

For $\kappa=-1$ the last integrand is absent before integration, so no divergent mean occurs. The first term is the mass-velocity correction, $-\langle T\varphi_0|T\varphi_0\rangle/(2mc^2)$ with $T=p^2/2m$: the Schrödinger equation gives $T\varphi_0=(E_0-V)\varphi_0$, so this squared norm is $U^2\langle(v-\varepsilon_0)^2\rangle$, and $mc^2=U/x$. The last is the spin-orbit term, because $-(1+\kappa)$ is the value of $\boldsymbol\sigma\cdot\mathbf L/\hbar$. The middle one is the Darwin term, equal to the mean of $\nabla^2v/8=(\pi/2)\,\delta(\boldsymbol\rho)$, because the density at the nucleus is $R(0)^2/(4\pi)$. Here it is the lower limit of an integrated derivative. The original integral (5) contains ordinary integrable functions and needs no such term.

## (g) One-electron copper

**Evaluate the shifts of the $n=1$ and $n=2$ levels of $\mathrm{Cu}^{28+}$, and judge the first-order result.**

**Solution.** The nucleus is a fixed point charge with $Z=29$; recoil, nuclear size and radiative corrections are omitted. The digits given below serve to compare first order with the exact solution of this model; they are not predictions for the real ion. Then $(Z\alpha)^2=0.044784$ and $U=22884.78$ eV. For the ground state

$$E_0=-\frac U2=-11442.39\ \text{eV},\qquad w=\frac{0.044784}{4}=0.011196,$$

$$E_1=-\frac{0.044784\times22884.78\ \text{eV}}8=-128.11\ \text{eV}=-2.053\times10^{-17}\ \text{J}.$$

The potential part is $-256.22$ eV and the metric part $+128.11$ eV. For comparison, the form of part (f) gives $-640.55$ eV from mass-velocity and $+512.44$ eV from the Darwin term: the same sum, with a stronger cancellation.

The exact energies below were obtained by diagonalizing the radial form of (1) in 30 functions per component, each $\rho^\gamma e^{-\rho/2}$ times a Laguerre polynomial, with $\gamma=\sqrt{\kappa^2-x}$ for the $\kappa$ in question. With the same functions in both components, the $\kappa=+1$ matrix has a spurious lowest root at the $1s_{1/2}$ energy. It is discarded, and $2p_{1/2}$ is the next root. The digits shown do not change with 20 or 40 functions. All entries are in eV.

| Level | $E_0$ | $E_1$ | Exact $E$ | $E-E_0-E_1$ |
|---|---:|---:|---:|---:|
| $1s_{1/2}$ | −11442.39 | −128.11 | −11573.45 | −2.95 |
| $2s_{1/2}$, $2p_{1/2}$ | −2860.60 | −40.03 | −2901.60 | −0.97 |
| $2p_{3/2}$ | −2860.60 | −8.01 | −2868.65 | −0.05 |

For $1s_{1/2}$ the remainder is 2.3% of the exact shift, $-131.06$ eV. Its leading term from part (e), $-x^2U/16=-2.87$ eV, accounts for most of it.

The $2p$ levels show how (4) produces fine structure. Both have the same leading-order weight, $w=0.002799$, and the same metric part, $+8.01$ eV. Their potential parts are $-48.04$ eV for $j=\frac12$ and $-16.01$ eV for $j=\frac32$. By part (c), the radial function $Q_0$ starts as $r$ for $2p_{1/2}$ and as $r^2$ for $2p_{3/2}$, so the former small component has more density close to the nucleus. The first-order splitting is 32.03 eV; the exact one is 32.95 eV, so first order is low by 2.8% of the exact value.
